# Heat capacity of flexural and linear phonon branches in a thin sheet: a program that tests the result

```python
"""Heat capacity per area of a two-dimensional elastic sheet.

Result under test:
  flexural branch  omega = alpha q^2 : C = pi kB^2 T / (12 hbar alpha)
  linear branch    omega = c q       : C = 3 zeta(3) kB^3 T^2 / (pi hbar^2 c^2)
Symbols: q wavevector, alpha = sqrt(kappa/rho), kappa bending rigidity,
rho mass per area, c sound speed, T temperature.
Tension sigma and substrate spring K give
  rho omega^2 = kappa q^4 + sigma q^2 + K.
The formulas are compared with explicit sums over the modes of finite sheets
and with a diagonalised discrete sheet. Material inputs are rough values
typical of graphene.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import zeta

kB, hbar, eV = const.k, const.hbar, const.e

# Inputs
lattice_constant = 0.246e-9
kappa = 1.5 * eV
speed_TA, speed_LA = 14e3, 21e3
young_2d = 340.0
T0 = 10.0
side = 1e-6
weak_tension, strong_tension = 0.05, 1.0
substrate_spring = 1e20
carrier_density = 1e16
fermi_speed = 1e6

cell_area = np.sqrt(3) / 2 * lattice_constant**2
rho = 2 * 12.011 * const.atomic_mass / cell_area
alpha = np.sqrt(kappa / rho)


def mode_weight(x):
    """Heat capacity of one oscillator in units of kB."""
    half = np.minimum(x, 600.0) / 2
    return (half / np.sinh(half))**2


def law_flexural(T):
    return np.pi * kB**2 * T / (12 * hbar * alpha)


def law_linear(T, c):
    return 3 * zeta(3) * kB**3 * T**2 / (np.pi * hbar**2 * c**2)


def frequency(q2, tension=0.0, spring=0.0):
    return np.sqrt((kappa * q2**2 + tension * q2 + spring) / rho)


def box_sum(T, tension=0.0, spring=0.0):
    """Explicit sum over modes of a square sheet with simply supported edges."""
    q_max = np.sqrt(40 * kB * T / (hbar * alpha))
    n = np.arange(1, int(q_max * side / np.pi) + 2)
    total = 0.0
    for m in n:
        q2 = (np.pi / side)**2 * (m**2 + n**2)
        x = hbar * frequency(q2, tension, spring) / (kB * T)
        total += mode_weight(x).sum()
    return kB * total / side**2


def periodic_sum_linear(T, c):
    """Explicit sum over in-plane sound modes of a periodic square sheet."""
    n_max = int(40 * kB * T / (hbar * c) * side / (2 * np.pi)) + 1
    n = np.arange(-n_max, n_max + 1)
    q = 2 * np.pi / side * np.sqrt(n[:, None]**2 + n[None, :]**2)
    q = q[q > 0]
    return kB * mode_weight(hbar * c * q / (kB * T)).sum() / side**2


nodes, weights = np.polynomial.legendre.leggauss(1000)


def plane_integral(T, tension=0.0, spring=0.0):
    """Integral over the wavevector plane for an infinite sheet."""
    q_max = np.sqrt(60 * kB * T / (hbar * alpha))
    q = q_max * (nodes + 1) / 2
    x = hbar * frequency(q**2, tension, spring) / (kB * T)
    return kB * q_max / 2 * np.sum(weights * q * mode_weight(x)) / (2 * np.pi)


def exponent(func, T):
    """Local power of T, from a centred logarithmic difference."""
    return np.log(func(1.01 * T) / func(0.99 * T)) / np.log(1.01 / 0.99)


# Dimensionless integrals
I_flex = quad(mode_weight, 1e-12, 80)[0]
I_lin = quad(lambda x: x * mode_weight(x), 1e-12, 80)[0]
assert abs(I_flex - np.pi**2 / 3) < 1e-7
assert abs(I_lin - 6 * zeta(3)) < 1e-7

# Both laws against explicit mode sums; edges and the missing q = 0 mode
# leave differences of a few parts in a thousand
C_flex = law_flexural(T0)
C_TA, C_LA = law_linear(T0, speed_TA), law_linear(T0, speed_LA)
box_10, box_5 = box_sum(T0), box_sum(T0 / 2)
lin_10 = periodic_sum_linear(T0, speed_TA)
lin_5 = periodic_sum_linear(T0 / 2, speed_TA)
power_flex = np.log2(box_10 / box_5)
power_lin = np.log2(lin_10 / lin_5)
assert abs(box_10 / C_flex - 1) < 5e-3
assert abs(lin_10 / C_TA - 1) < 2e-3
assert abs(power_flex - 1) < 5e-3
assert abs(power_lin - 2) < 5e-3


# Tension: density-of-states formula against mode sum and plane integral
def tension_temperature(tension):
    return hbar * tension / (2 * np.sqrt(kappa * rho)) / kB


def dos_formula(T, tension):
    t = tension_temperature(tension) / T
    integral = quad(lambda x: mode_weight(x) * x / np.hypot(x, t),
                    1e-12, 80, limit=400)[0]
    return kB**2 * T / (4 * np.pi * hbar * alpha) * integral


strong_ratio = dos_formula(T0, strong_tension) / C_flex
weak_ratio = plane_integral(T0, weak_tension) / C_flex
T_weak = tension_temperature(weak_tension)
T_strong = tension_temperature(strong_tension)
weak_estimate = 1 - 3 * T_weak / (np.pi**2 * T0)
assert abs(box_sum(T0, strong_tension) / C_flex / strong_ratio - 1) < 5e-3
assert abs(plane_integral(T0, strong_tension) / C_flex / strong_ratio - 1) < 1e-5
assert abs(weak_ratio - weak_estimate) < 1e-3
T_cold = 0.01 * T_weak
speed_tension = np.sqrt(weak_tension / rho)
cold_ratio = plane_integral(T_cold, weak_tension) / law_linear(T_cold, speed_tension)
power_cold = exponent(lambda T: plane_integral(T, weak_tension), T_cold)
power_warm = exponent(lambda T: plane_integral(T, weak_tension), T0)
assert abs(cold_ratio - 1) < 3e-3
assert abs(power_cold - 2) < 1e-2
assert abs(power_warm - 1) < 3e-2

# Substrate spring opens a gap and freezes the branch out
gap_temperature = hbar * np.sqrt(substrate_spring / rho) / kB
supported = plane_integral(T0, spring=substrate_spring)
assert abs(box_sum(T0, spring=substrate_spring) / supported - 1) < 5e-3
assert supported < 0.1 * C_flex


# Discrete sheet: diagonalise the bending energy on a periodic square mesh
def mesh_laplacian_values(n):
    """Sorted eigenvalues of minus the mesh Laplacian (mesh spacing 1)."""
    one = np.eye(n)
    second = np.roll(one, 1, axis=0) + np.roll(one, -1, axis=0) - 2 * one
    lap = np.kron(second, one) + np.kron(one, second)
    return np.sqrt(np.abs(np.linalg.eigvalsh(lap.T @ lap)))


l16, l32 = mesh_laplacian_values(16), mesh_laplacian_values(32)
s = 4 * np.sin(np.pi * np.arange(32) / 32)**2
predicted = np.sort((s[:, None] + s[None, :]).ravel())
assert np.allclose(l32[1:], predicted[1:], rtol=1e-6)
assert abs(l32[1] / (2 * np.pi / 32)**2 - 1) < 1e-2
assert abs(l32[1] / l16[1] - 0.25) < 5e-3

# Thermal slope variance grows by kB T ln2/(2 pi kappa) when the size doubles
slope_growth = np.sum(1 / l32[1:]) / 32**2 - np.sum(1 / l16[1:]) / 16**2
assert abs(slope_growth / (np.log(2) / (2 * np.pi)) - 1) < 2e-2

# Lattice cutoff: Brillouin-zone average of the mesh, one site per cell
k_mid = (np.arange(800) + 0.5) * np.pi / 800
s_mid = 4 * np.sin(k_mid / 2)**2
mesh_omega = alpha / cell_area * (s_mid[:, None] + s_mid[None, :])


def mesh_heat_capacity(T):
    return kB / cell_area * mode_weight(hbar * mesh_omega / (kB * T)).mean()


assert abs(mesh_heat_capacity(1.0) / law_flexural(1.0) - 1) < 1e-2
assert abs(exponent(mesh_heat_capacity, 1.0) - 1) < 1e-2
assert exponent(mesh_heat_capacity, 300.0) < 0.7

# Carriers: C_e = (pi^2/3) kB^2 T g(E_F), tested at fixed carrier number with
# energies in units of E_F, where it reads (2 pi^2/3) t per carrier and kB
grid = np.linspace(0, 3, 20001)
step = grid[1] - grid[0]


def carrier_energy(t):
    def occupation(mu):
        return 1 / (np.exp((grid - mu) / t) + 1)
    mu = brentq(lambda m: 2 * step * np.sum(grid * occupation(m)) - 1,
                0.5, 1.5, xtol=1e-14)
    return 2 * step * np.sum(grid**2 * occupation(mu))


t_test = 0.03
numeric_Ce = (carrier_energy(t_test + 1e-3) - carrier_energy(t_test - 1e-3)) / 2e-3
assert abs(numeric_Ce / (2 * np.pi**2 / 3 * t_test) - 1) < 2e-2
fermi_energy = hbar * fermi_speed * np.sqrt(np.pi * carrier_density)
C_carriers = np.pi**2 / 3 * kB**2 * T0 * 2 * carrier_density / fermi_energy

# Ripple estimate and thermal wavelengths
ripple = young_2d * hbar / (4 * np.pi * kappa**1.5 * np.sqrt(rho))
wave_flex = 2 * np.pi / np.sqrt(kB * T0 / (hbar * alpha))
wave_TA = 2 * np.pi * hbar * speed_TA / (kB * T0)
T_cross = T0 * C_flex / (C_TA + C_LA)
assert abs(law_flexural(T_cross) / (law_linear(T_cross, speed_TA)
           + law_linear(T_cross, speed_LA)) - 1) < 1e-10

u = 1e6
print(f"lattice constant: {lattice_constant*1e9:.3f} nm")
print(f"cell area: {cell_area*1e18:.4f} nm^2")
print(f"mass per area rho: {rho*1e6:.3f} mg/m^2")
print(f"bending rigidity kappa: {kappa/eV:.2f} eV")
print(f"alpha: {alpha:.3e} m^2/s")
print(f"speeds TA, LA: {speed_TA/1e3:.0f}, {speed_LA/1e3:.0f} km/s")
print(f"temperature: {T0:.0f} K")
print(f"integral of f: {I_flex:.5f}; of x f: {I_lin:.5f}")
print(f"C flexural: {C_flex*u:.3f} uJ/(m^2 K)")
print(f"C flexural per mass: {C_flex/rho:.2f} J/(kg K)")
print(f"C TA: {C_TA*u:.4f} uJ/(m^2 K)")
print(f"C LA: {C_LA*u:.4f} uJ/(m^2 K)")
print(f"in-plane sum / flexural: {(C_TA+C_LA)/C_flex*100:.2f} %")
print(f"extrapolated laws cross at: {T_cross:.0f} K")
print(f"thermal wavelength flexural: {wave_flex*1e9:.2f} nm")
print(f"thermal wavelength TA: {wave_TA*1e9:.1f} nm")
print(f"sheet side in mode sums: {side*1e6:.0f} um")
print(f"mode sum flexural: {box_10*u:.3f} uJ/(m^2 K)")
print(f"mode sum flexural vs law: {(box_10/C_flex-1)*100:.2f} %")
print(f"mode sum TA: {lin_10*u:.4f} uJ/(m^2 K)")
print(f"power of T, 5 to 10 K, flexural sum: {power_flex:.4f}")
print(f"power of T, 5 to 10 K, TA sum: {power_lin:.4f}")
print(f"weak tension: {weak_tension:.2f} N/m")
print(f"weak: hbar omega_sigma/kB: {T_weak:.3f} K")
print(f"weak: C/C_flex at 10 K: {weak_ratio:.4f}")
print(f"weak: first-order estimate: {weak_estimate:.4f}")
print(f"weak: power of T at 10 K: {power_warm:.3f}")
print(f"weak: power of T at {T_cold*1e3:.2f} mK: {power_cold:.3f}")
print(f"weak: speed sqrt(sigma/rho): {speed_tension:.0f} m/s")
print(f"strong tension: {strong_tension:.1f} N/m")
print(f"strong: hbar omega_sigma/kB: {T_strong:.2f} K")
print(f"strong: C/C_flex at 10 K: {strong_ratio:.3f}")
print(f"substrate spring: {substrate_spring:.0e} N/m^3")
print(f"substrate gap hbar omega_0/kB: {gap_temperature:.1f} K")
print(f"supported C/C_flex at 10 K: {supported/C_flex:.2e}")
print(f"mesh top of branch: {hbar*8*alpha/cell_area/eV*1e3:.1f} meV")
for T in (4.0, 10.0, 77.0, 300.0):
    ratio = mesh_heat_capacity(T) / law_flexural(T)
    power = exponent(mesh_heat_capacity, T)
    print(f"mesh at {T:.0f} K: C/law {ratio:.3f}, power of T {power:.3f}")
print(f"carrier density: {carrier_density*1e-4:.0e} cm^-2")
print(f"Fermi speed: {fermi_speed:.0e} m/s")
print(f"Fermi energy: {fermi_energy/eV:.3f} eV")
print(f"carriers C/C_flex: {C_carriers/C_flex*100:.3f} %")
print(f"2D Young modulus: {young_2d:.0f} N/m")
print(f"ripple stress / (kappa q_T^2): {ripple*100:.1f} %")
print("success")
```

It prints:

```
lattice constant: 0.246 nm
cell area: 0.0524 nm^2
mass per area rho: 0.761 mg/m^2
bending rigidity kappa: 1.50 eV
alpha: 5.619e-07 m^2/s
speeds TA, LA: 14, 21 km/s
temperature: 10 K
integral of f: 3.28987; of x f: 7.21234
C flexural: 8.421 uJ/(m^2 K)
C flexural per mass: 11.06 J/(kg K)
C TA: 0.1386 uJ/(m^2 K)
C LA: 0.0616 uJ/(m^2 K)
in-plane sum / flexural: 2.38 %
extrapolated laws cross at: 421 K
thermal wavelength flexural: 4.12 nm
thermal wavelength TA: 67.2 nm
sheet side in mode sums: 1 um
mode sum flexural: 8.410 uJ/(m^2 K)
mode sum flexural vs law: -0.14 %
mode sum TA: 0.1386 uJ/(m^2 K)
power of T, 5 to 10 K, flexural sum: 1.0008
power of T, 5 to 10 K, TA sum: 2.0004
weak tension: 0.05 N/m
weak: hbar omega_sigma/kB: 0.446 K
weak: C/C_flex at 10 K: 0.9866
weak: first-order estimate: 0.9864
weak: power of T at 10 K: 1.013
weak: power of T at 4.46 mK: 1.998
weak: speed sqrt(sigma/rho): 256 m/s
strong tension: 1.0 N/m
strong: hbar omega_sigma/kB: 8.93 K
strong: C/C_flex at 10 K: 0.779
substrate spring: 1e+20 N/m^3
substrate gap hbar omega_0/kB: 87.6 K
supported C/C_flex at 10 K: 1.61e-02
mesh top of branch: 56.5 meV
mesh at 4 K: C/law 1.014, power of T 1.014
mesh at 10 K: C/law 1.036, power of T 1.038
mesh at 77 K: C/law 1.452, power of T 1.205
mesh at 300 K: C/law 0.928, power of T 0.220
carrier density: 1e+12 cm^-2
Fermi speed: 1e+06 m/s
Fermi energy: 0.117 eV
carriers C/C_flex: 0.080 %
2D Young modulus: 340 N/m
ripple stress / (kappa q_T^2): 2.8 %
success
```
